# Landau-Teller vibrational relaxation by steepest descent, with a chlorine plasma example, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the repulsive wall to the thermal average

In chlorine gas at 500 K the thermal speed $\sqrt{kT/\mu}$ of a colliding pair is 342 m/s. In the model treated here, the collisions that relax the vibration of the molecule have approach speeds near 1245 m/s, and a kinetic energy of 0.285 eV. That is 6.6 times $kT$ and four times the vibrational quantum of 0.069 eV, although losing a quantum requires no kinetic energy at all. The speed is needed because a slow collision pushes on the bond too smoothly to disturb it. The competition between this smoothness and the scarcity of fast molecules gives a relaxation probability whose exponent varies as $T^{-1/3}$.

### Model and conventions

A diatomic molecule of vibrational angular frequency $\omega$ and oscillator mass $m$ (the reduced mass of its two atoms) meets a partner without internal motion. The reduced mass of the pair is $\mu$, the distance between the centres of mass is $r$, and the bond stretch is $y$. The bond lies along the line of approach. The interaction is a repulsive wall acting on the nearer atom,
$$V=V_0\,e^{-\alpha(r-\lambda y)} ,$$
where $\lambda$ is the displacement of that atom from the molecular centre of mass per unit stretch. For two equal atoms $\lambda=1/2$.

The relative motion is treated first as a classical path, undisturbed by the vibration. This neglects two effects. The released quantum speeds up the departing pair, which matters little only if $\hbar\omega\ll2kT$; Part 2 computes this error. The bond also yields during the push, which softens the wall. For the chlorine masses of Part 2, Newton's equations with this reaction included give 0.43 times the collinear energy transfer derived below. The factor is almost independent of speed, so it changes the prefactor and not the exponent. The stretch is small on the scale $1/\alpha$, and $V$ is expanded to first order in $y$. In an adiabatic collision even a small stretch matters: for the chlorine masses, keeping the full exponential on the same path multiplies the energy transfer by about 0.53. This is the larger part of the factor 0.43. The force on the bond coordinate is then
$$F=-\frac{\partial V}{\partial y}=-\alpha\lambda V_0e^{-\alpha r}.$$
The minus sign means compression; it drops out of the probability.

### The classical path

Let $v$ be the approach speed at large distance and $E=\mu v^2/2$. From here on $V$ means $V_0e^{-\alpha r}$ on the path. Energy conservation gives $\dot r^2=(2/\mu)(E-V)=v^2(1-V/E)$, and differentiation of $V$ gives $\dot V=-\alpha V\dot r$. Therefore
$$\dot V^2=\alpha^2v^2V^2\left(1-\frac VE\right).$$
Try $V=E\,\mathrm{sech}^2(at)$. Its derivative is $\dot V=-2aV\tanh(at)$, and since $\tanh^2=1-\mathrm{sech}^2=1-V/E$, we get $\dot V^2=4a^2V^2(1-V/E)$. The two expressions agree if
$$a=\frac{\alpha v}{2}.$$
The turning point, $V=E$, is at $t=0$. The push has a duration of order $1/(\alpha v)$.

### The energy given to the oscillator

The bond obeys $\ddot y+\omega^2y=F/m$. Put $\zeta=\dot y+i\omega y$. Then
$$\dot\zeta-i\omega\zeta=\ddot y+\omega^2y=\frac{F}{m},\qquad \frac{d}{dt}\left(\zeta e^{-i\omega t}\right)=\frac{F}{m}e^{-i\omega t}.$$
For an oscillator initially at rest, $|\zeta|$ after the collision is $|\tilde F|/m$, with $\tilde F=\int F e^{i\omega t}dt$; the sign in the exponent is immaterial for a real force. The energy gained is
$$\Delta E=\frac m2|\zeta|^2=\frac{|\tilde F|^2}{2m}.$$

We need the integral
$$S(\kappa)=\int_{-\infty}^{\infty}\mathrm{sech}^2\tau\,e^{i\kappa\tau}d\tau .$$
Since $\mathrm{sech}^2$ has period $i\pi$, the integrand on the line $\mathrm{Im}\,\tau=\pi$ is $e^{-\pi\kappa}$ times that on the real axis. The rectangle between the two lines contains one double pole, at $\tau=i\pi/2$. With $\tau=i\pi/2+\delta$, $\cosh\tau=i\sinh\delta$, so $\mathrm{sech}^2\tau=-1/\sinh^2\delta=-1/\delta^2+1/3+\dots$. This has no $1/\delta$ term. The residue of the full integrand therefore comes from the linear term of the exponential, and equals $-i\kappa e^{-\pi\kappa/2}$. The residue theorem gives
$$(1-e^{-\pi\kappa})S=2\pi i(-i\kappa)e^{-\pi\kappa/2},\qquad S(\kappa)=\frac{\pi\kappa}{\sinh(\pi\kappa/2)} .$$
As $\kappa\to0$ this tends to 2, the area under $\mathrm{sech}^2$.

With $\tau=at$, and using $a^2=\alpha^2v^2/4$,
$$|\tilde F|=\alpha\lambda\frac{\mu v^2}{2}\,\frac1a\,S\!\left(\frac\omega a\right)
=\alpha\lambda\frac{\mu v^2}{2}\,\frac{\pi\omega}{a^2\sinh(\pi\omega/2a)}
=\frac{2\pi\mu\omega\lambda}{\alpha\sinh(\pi\omega/\alpha v)} .$$
The factors of $v^2$ cancel: the peak force grows as $v^2$, while the duration $1/a$ and the factor $\kappa=\omega/a$ in the numerator of $S$ each contribute $1/v$. The mean number of quanta given to an oscillator at rest is
$$\varepsilon=\frac{|\tilde F|^2}{2m\hbar\omega}=\frac{P_0}{4\sinh^2(\pi\omega/\alpha v)},\qquad P_0=\frac{8\pi^2\mu^2\omega\lambda^2}{m\hbar\alpha^2}.$$

Newton's equations for path and oscillator were integrated in units $\mu=m=\alpha=\omega=1$ with $\lambda=1/2$. At $v=1$ and $v=0.7$ the energy gain agreed with this formula to one part in $10^5$.

### The transition probability

In quantum mechanics the perturbation is $-F(t)y$, with
$$y=\sqrt{\frac{\hbar}{2m\omega}}\,(A+A^\dagger),$$
where $A$ lowers the vibrational state by one. In the interaction picture the perturbation is linear in $A$ and $A^\dagger$, so its commutator at two different times is a number. The time-evolution operator is therefore, up to a phase, the exponential of its integral,
$$D=e^{\beta A^\dagger-\beta^*A}=e^{-|\beta|^2/2}e^{\beta A^\dagger}e^{-\beta^*A},\qquad |\beta|=\frac{|\tilde F|}{\hbar}\sqrt{\frac{\hbar}{2m\omega}},\qquad |\beta|^2=\varepsilon .$$
For the transition from $|1\rangle$ to $|0\rangle$, use $\langle0|e^{\beta A^\dagger}=\langle0|$ and $e^{-\beta^*A}|1\rangle=|1\rangle-\beta^*|0\rangle$. The amplitude is $-\beta^*e^{-|\beta|^2/2}$, so
$$P_{1\to0}=\varepsilon e^{-\varepsilon}.$$
When $\varepsilon\ll1$ this is $\varepsilon$, the first-order result. When in addition the collision is adiabatic, meaning that $\omega/(\alpha v)$ is large, $4\sinh^2 x\to e^{2x}$ and
$$P(v)=P_0\,e^{-v_*/v},\qquad v_*=\frac{2\pi\omega}{\alpha}. \tag{1}$$
The prefactor is independent of speed. It may exceed one: it is the extrapolation of an adiabatic law to infinite speed, where that law does not hold. What must be small is $P(v)$ at the speeds that matter.

### Which speed enters the average

Let $g$ be the total relative speed and $b$ the impact parameter. Model the encounters as hard-sphere contacts at distance $d$, with $\alpha d\gg1$ so that the wall is thin compared with the sphere. The component of velocity along the line of centres at contact is
$$v=g\sqrt{1-b^2/d^2},$$
and we assume that this component governs the transition.

Encounters are weighted by flux, one factor of $g$ more than the Maxwellian density of speeds. The normalized weight of $g$ is
$$\frac12\left(\frac{\mu}{kT}\right)^2g^3e^{-\mu g^2/2kT}.$$
The weight of $b$ is $2b\,db/d^2$. At fixed $g$, $v^2=g^2(1-b^2/d^2)$ gives $2v\,|dv|=g^2\,2b\,db/d^2$, so the density of $v$ is $2v/g^2$ for $0<v<g$. Integrating over all $g$ greater than $v$,
$$f(v)=\int_v^\infty\frac12\left(\frac{\mu}{kT}\right)^2g^3e^{-\mu g^2/2kT}\,\frac{2v}{g^2}\,dg
=\left(\frac{\mu}{kT}\right)^2v\int_v^\infty g\,e^{-\mu g^2/2kT}dg .$$
The last integral is $(kT/\mu)e^{-\mu v^2/2kT}$, hence
$$f(v)=\frac{\mu v}{kT}e^{-\mu v^2/2kT},\qquad
\langle P\rangle=P_0\int_0^\infty\frac{\mu v}{kT}\exp\left(-\frac{\mu v^2}{2kT}-\frac{v_*}{v}\right)dv. \tag{2}$$
In terms of $E=\mu v^2/2$, the weight is $e^{-E/kT}dE/kT$.

### Steepest descent

The exponent $\Phi(v)=\mu v^2/2kT+v_*/v$ is large at both ends: few molecules are fast, and slow ones are ineffective. Its minimum satisfies
$$\Phi'(v_0)=\frac{\mu v_0}{kT}-\frac{v_*}{v_0^2}=0,\qquad v_0=\left(\frac{v_*kT}{\mu}\right)^{1/3}.$$
Define the large parameter of the problem as
$$\chi=\frac{\mu v_0^2}{kT}=\left(\frac{\mu v_*^2}{kT}\right)^{1/3}.$$
The condition $\Phi'=0$ says that $v_*/v_0=\mu v_0^2/kT=\chi$. The minimum value is therefore $\Phi(v_0)=\chi/2+\chi=3\chi/2$. Boltzmann scarcity contributes one third of the exponent and adiabaticity two thirds. The curvature is
$$\Phi''(v_0)=\frac{\mu}{kT}+\frac{2v_*}{v_0^3}=\frac{3\mu}{kT},$$
because $v_0^3=v_*kT/\mu$. The contributing speeds form a window of standard deviation $\sqrt{kT/3\mu}$, which is a fraction $1/\sqrt{3\chi}$ of $v_0$.

Now set $v=v_0s$ in (2). Since $\mu v_0^2/kT=v_*/v_0=\chi$,
$$\langle P\rangle=P_0\,\chi\int_0^\infty s\exp\left[-\chi\left(\frac{s^2}{2}+\frac1s\right)\right]ds .$$
Put $s=1+x$ and expand about the minimum. From $s^2/2=\tfrac12+x+x^2/2$ and $1/s=1-x+x^2-x^3+x^4-\dots$,
$$\frac{s^2}{2}+\frac1s=\frac32+\frac32x^2-x^3+x^4-\dots$$
The Gaussian $e^{-3\chi x^2/2}$ has area $\sqrt{2\pi/3\chi}$ and variance $1/(3\chi)$. Extending its range to all $x$ costs an amount exponentially small in $\chi$. At leading order $s=1$ in the prefactor and
$$\langle P\rangle\simeq P_0\sqrt{\frac{2\pi\chi}{3}}\;e^{-3\chi/2}. \tag{3}$$

For the first correction, expand everything beyond the Gaussian:
$$(1+x)\left(1+\chi x^3-\chi x^4+\frac{\chi^2x^6}{2}+\dots\right).$$
Odd powers average to zero. The even terms of relative order $1/\chi$ are $x\cdot\chi x^3=\chi x^4$, $-\chi x^4$ and $\chi^2x^6/2$. The first two cancel. The sixth moment of a Gaussian is 15 times the cube of its variance, so the third gives
$$\frac{\chi^2}{2}\,\frac{15}{27\chi^3}=\frac{5}{18\chi}.$$
Hence
$$\langle P\rangle=P_0\sqrt{\frac{2\pi\chi}{3}}\,e^{-3\chi/2}\left[1+\frac{5}{18\chi}+O(\chi^{-2})\right]. \tag{4}$$
At $\chi=5$ the ratio of the integral to (3) is 1.0535 by quadrature, and (4) gives 1.0556. At $\chi=20$ the two are 1.01376 and 1.01389. The asymptotic form is thus accurate well before $\chi$ becomes very large.

The same expansion gives the mean of $x$ in the window: $\langle x^2\rangle+\chi\langle x^4\rangle=1/(3\chi)+3\chi/(9\chi^2)=2/(3\chi)$. The mean contributing speed lies slightly above $v_0$, the minimum of the exponent.

### The temperature law

Define $\Theta$ by $3\chi/2=(\Theta/T)^{1/3}$. Cubing,
$$\frac{\Theta}{T}=\frac{27}{8}\chi^3=\frac{27}{8}\,\frac{\mu v_*^2}{kT},\qquad
\Theta=\frac{27\mu}{8k}\,\frac{4\pi^2\omega^2}{\alpha^2}=\frac{27\pi^2\mu\omega^2}{2\alpha^2k}.$$
Equation (3) becomes
$$\langle P\rangle\simeq P_0\sqrt{\frac{4\pi}{9}}\left(\frac{\Theta}{T}\right)^{1/6}\exp\left[-\left(\frac{\Theta}{T}\right)^{1/3}\right],$$
because $\chi=\tfrac23(\Theta/T)^{1/3}$. The exponent has the Landau-Teller form; the prefactor adds a slow $T^{-1/6}$. With $X=T^{-1/3}$, $\ln\langle P\rangle$ contains $-\Theta^{1/3}X+\tfrac12\ln X$, so the local slope is
$$\frac{d\ln\langle P\rangle}{dX}=-\Theta^{1/3}+\frac{T^{1/3}}{2}+\dots \tag{5}$$

The exponent does not depend on the assumption that the normal component governs the transition. If the total speed did, the weight in (2) would be the density of $g$, which is $\mu v^2/2kT$ times $f(v)$. At $v_0$ this factor is $\chi/2$. It multiplies the leading prefactor and leaves the minimum value of the exponent unchanged.

An ordinary activated process has a threshold energy fixed by the molecule. Here the effective energy $\mu v_0^2/2=\chi kT/2$ grows as $T^{2/3}$: in a hotter gas, faster collisions are plentiful enough to take over. This moving optimum turns a $1/T$ law into a $T^{-1/3}$ law.

## Part 2. Chlorine plasma example and limits of the law

**Carried over.** A collision has reduced mass $\mu$, normal speed $v$ and energy $E=\mu v^2/2$; the oscillator has mass $m$ and frequency $\omega$; the wall is $e^{-\alpha r}$; $\lambda$ is the atomic displacement per unit stretch. The mean number of quanta given to an oscillator at rest is $\varepsilon$, and $P_{1\to0}=\varepsilon e^{-\varepsilon}$. For small $\varepsilon$ and slow collisions $P=P_0e^{-v_*/v}$, with $v_*=2\pi\omega/\alpha$ and $P_0=8\pi^2\mu^2\omega\lambda^2/(m\hbar\alpha^2)$. The average with weight $e^{-E/kT}dE/kT$ is $P_0\sqrt{2\pi\chi/3}\,e^{-3\chi/2}[1+5/(18\chi)]$, where $\chi=(\mu v_*^2/kT)^{1/3}=v_*/v_0$. The dominant speed is $v_0$. Also used is $S(\kappa)=\int\mathrm{sech}^2\tau\,e^{i\kappa\tau}d\tau=\pi\kappa/\sinh(\pi\kappa/2)$.

### The average for Cl$_2$ on Cl$_2$

Take Cl$_2(v{=}1)$ in molecular chlorine at 500 K and 10 mTorr, with $\hbar\omega=0.069$ eV, $\alpha=40$ nm$^{-1}$ and $\mu=35.45$ u. Then $m=\mu/2$ and $\lambda=1/2$. With $\omega=1.0483\times10^{14}$ rad/s,
$$v_*=\frac{2\pi\times1.0483\times10^{14}}{40\times10^{9}}\ \mathrm{m/s}=16467\ \mathrm{m/s},\qquad
\chi=\left(\frac{16467}{342.4}\right)^{2/3}=13.22 .$$
The exponent is $3\chi/2=19.84$, $\Theta=3.90\times10^6$ K and $v_0=v_*/\chi=1245$ m/s. The window width is $342.4/\sqrt3=198$ m/s. For these masses $P_0$ reduces to $\mu v_*^2/\hbar\omega=1444$. The probability at $v_0$ is $1444\,e^{-13.22}=2.6\times10^{-3}$, small as required. The average is
$$\langle P\rangle\simeq1444\times5.26\times2.43\times10^{-9}=1.85\times10^{-5},$$
or $1.886\times10^{-5}$ with the correction. Quadrature of the same exponential law gives $1.885\times10^{-5}$.

The local slope (5) is $-157.43+3.97=-153.46$ K$^{1/3}$; a finite difference of the quadrature gives $-153.62$. The remaining difference is the slope of the factor $1+5/(18\chi)$, about $-0.16$.

These digits describe the integral, not chlorine. Raising $\alpha$ by 10%, with the other inputs fixed, multiplies $\langle P\rangle$ by 2.7. The exponent falls by the factor $1.1^{-2/3}=0.938$, which gains $e^{1.22}=3.4$, while the prefactor takes back about 20%.

For a purely repulsive wall, the relaxation probability has an exponent varying as $T^{-1/3}$, and its average for Cl$_2$ at 500 K is about $1.9\times10^{-5}$. What remains is to see how saturation, recoil, attraction, orientation and rotation change this value, and what the result means for the plasma.
